# Extrapolating a charged-defect energy from two periodic cells

## Problem

The formation energy of a charged point defect in an oxide is calculated in two periodic cubic cells. A cell of edge $L_1=10$ Å gives $E_1=2.50$ eV, and one of edge $L_2=20$ Å gives $E_2=2.80$ eV. The defect carries a charge of magnitude $q=2$, in units of the elementary charge, and a uniform background of opposite charge makes each cell neutral. The relative permittivity of the oxide is roughly $\varepsilon=12$.

(a) Estimate the energy of an isolated defect by scaling.

(b) Find it by linear extrapolation in $1/L$, and compare the two results.

(c) Decide when the straight line is justified, and how far its result can be trusted.

Both energies refer to the same charge state, type of site, Fermi level, chemical potentials and numerical settings. Only the cell edge changes.

## First estimate by scaling

In a periodic calculation the defect interacts with its own copies and with the neutralizing background. The only length in this problem, for a compact charge, is $L$. The interaction energy must therefore be of order

$$
\frac{kq^2}{\varepsilon L},\qquad k=\frac{e^2}{4\pi\varepsilon_0}=14.40\ \text{eV Å}.
$$

The charge sits in a background of opposite sign, which suggests that the periodic energy is too low; the data agree, since the energy rises with $L$. In the larger cell the size of the error is about

$$
\frac{14.40\times 2^2}{12\times 20}\ \text{eV}=0.24\ \text{eV}.
$$

Adding it to the energy of that cell gives

$$
E_\infty\approx 2.80+0.24=3.04\ \text{eV}.
$$

Scaling fixes the power of $L$ but not the numerical factor, which has been set to one here.

## Exact solution of the linear problem

Suppose that the energy obeys

$$
E(L)=E_\infty+\frac{a}{L}.
$$

As $L\to\infty$ the second term vanishes, so $E_\infty$ is the intercept of a plot of $E$ against $1/L$. The two calculations give

$$
E_1=E_\infty+\frac{a}{L_1},\qquad E_2=E_\infty+\frac{a}{L_2}.
$$

Subtracting the first from the second removes $E_\infty$:

$$
a=\frac{E_2-E_1}{1/L_2-1/L_1}
=\frac{2.80-2.50}{0.050-0.100}\ \text{eV Å}
=-6.0\ \text{eV Å}.
$$

The denominator is negative because the larger cell has the smaller inverse edge. To remove $a$ instead, multiply each equation by its own edge, so that $L_1E_1=L_1E_\infty+a$ and $L_2E_2=L_2E_\infty+a$, and subtract:

$$
E_\infty=\frac{L_2E_2-L_1E_1}{L_2-L_1}.
$$

For $L_2=2L_1$ this becomes

$$
E_\infty=2E_2-E_1=5.60-2.50=3.10\ \text{eV}.
$$

Substitution confirms it: $3.10-6.0/10=2.50$ eV and $3.10-6.0/20=2.80$ eV. The errors of the two cells are $-0.60$ and $-0.30$ eV. Doubling the edge halves the error, so the 0.30 eV gained between the cells equals the amount still missing.

## Comparison of the two results

The scaling estimate adds 0.24 eV to the larger cell, and the extrapolation adds 0.30 eV. To account for the difference, the missing numerical factor is needed.

Consider point charges $q$ on a simple cubic lattice with background density $-q/L^3$, and choose the mean potential to be zero. Let $\phi_{\rm rest}$ be the potential energy of a unit charge near one site, leaving out the potential of the charge on that site. When all lengths are scaled with $L$, its value at the site must have the form

$$
\phi_{\rm rest}(0)=-\alpha\frac{kq}{\varepsilon L},
$$

where $\alpha$ is a pure number. The electrostatic energy per cell is half the charge density times the potential, integrated over the cell. The background contributes nothing, because it is uniform and the mean potential is zero. Apart from the self-energy, which an isolated charge also has, there remains

$$
\Delta E=\tfrac12 q\,\phi_{\rm rest}(0)=-\frac{\alpha kq^2}{2\varepsilon L}.
$$

The number $\alpha$ follows from a sum over neutral unit cells, each with a unit point charge at the centre of a uniform cube of charge $-1$. With $k=q=\varepsilon=L=1$, this sum gives the site potential

$$
s_0=\lim_{N\to\infty}\left[\sum_{\mathbf n\ne0}\frac1{|\mathbf n|}-\int_{\rm cube}\frac{d^3r}{r}\right],
$$

where the components of $\mathbf n$ run from $-N$ to $N$ and the cube has edge $2N+1$.

The mean potential of this sum is not zero and must be subtracted. It equals the potential of one neutral cell integrated over all space. A uniform ball of unit density and radius $R$ has the potential $2\pi(R^2-r^2/3)$ inside. Exchanging the order of integration then gives

$$
\int\phi\,d^3r=\int\rho\left(2\pi R^2-\frac{2\pi r^2}{3}\right)d^3r
=-\frac{2\pi}{3}\int\rho r^2\,d^3r .
$$

The $R^2$ term drops out because the cell is neutral. The point charge at the origin has no second moment, and the background has $-3\times\frac1{12}=-\frac14$. The mean is therefore $\pi/6$, and $\alpha=\pi/6-s_0$. Evaluated with $N=40$, this gives $\alpha=2.8373$. A sum over wavevectors gives the same value to the digits shown.

The scaling estimate thus lacks the factor $\alpha/2=1.42$, which would raise 0.24 eV to 0.34 eV. That is more than the 0.30 eV of the extrapolation. The two energies alone do not show where the rest of the difference comes from. The permittivity may differ from 12, or the charge may have a finite width, as in the next section. Take the first possibility. If the whole fitted slope is due to image charges, then

$$
\varepsilon=\frac{\alpha kq^2}{2|a|}=\frac{2.8373\times14.40\times4}{2\times6.0}=13.6,
$$

rather than 12. Indeed $0.24\times1.42\times12/13.6=0.30$ eV. A singly charged defect would need $\varepsilon=3.4$, far from the stated value. The slope therefore fits a double charge, though this is a check of plausibility and not a proof.

## The next term for a charge of finite width

Two points always lie on a line, so the data cannot test the linear law. A model with one more physical length shows what the line leaves out. Replace the point charge by a rigid Gaussian of width $\sigma$ along each axis, in a medium with the same permittivity everywhere.

Near a site, $\phi_{\rm rest}$ obeys Poisson's equation with the background as its source:

$$
\nabla^2\phi_{\rm rest}=\frac{4\pi kq}{\varepsilon L^3}.
$$

Cubic symmetry allows no linear term and only an isotropic quadratic term $Ar^2$, for which $\nabla^2(Ar^2)=6A$. Hence

$$
\phi_{\rm rest}(r)=\frac{kq}{\varepsilon}\left(-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\dots\right).
$$

The omitted terms satisfy Laplace's equation and average to zero over a sphere.

Spreading the source charges smears the potential once, and spreading the charge that feels it smears the potential again. Two Gaussian smearings of width $\sigma$ make one with variance $2\sigma^2$ along each axis, so $\langle r^2\rangle=6\sigma^2$. Half the charge times the averaged potential is

$$
\Delta E=-\frac{\alpha kq^2}{2\varepsilon L}+\frac{b}{L^3},\qquad
b=\frac{2\pi kq^2\sigma^2}{\varepsilon},
$$

provided that $\sigma$ is small enough for neighbouring charges to have negligible overlap.

Now fix the slope from $\varepsilon=12$ and $q=2$, which gives $-6.809$ eV Å, and let the data determine $b$. Moving the known $1/L$ terms to the left-hand side gives

$$
2.50+0.681=E_\infty+\frac{b}{1000},\qquad
2.80+0.340=E_\infty+\frac{b}{8000},
$$

with $b$ in eV Å$^3$. The solution, from unrounded values, is $b=46$ eV Å$^3$ and $E_\infty=3.135$ eV. The corresponding width along each axis is $\sigma=1.24$ Å. With this width, a full sum over wavevectors for the periodic Gaussian returns 2.5000 and 2.8000 eV for the two cells. The two inverse powers therefore suffice for this model at these edges.

The bias of the linear formula follows by inserting the cubic term into $2E_2-E_1$:

$$
\frac{2b}{(2L_1)^3}-\frac{b}{L_1^3}=-\frac{3b}{4L_1^3}=-0.035\ \text{eV}.
$$

This is the linear result minus the limit of the two-term model. The size of the bias depends on the permittivity: with $\varepsilon=10$ the same procedure gives 3.193 eV, which is 0.09 eV above the linear result. The width then becomes 1.85 Å, and for a permittivity above 13.6 no width fits, because $b$ would be negative. The width is thus a fitted parameter, not a measured size of the defect. The positive sign of $b$ belongs to the uniform permittivity of the model. In a real oxide the screening weakens at short range: if the inverse permittivity at small wavevector $G$ is $1/\varepsilon+cG^2$, then $b=2\pi kq^2(\sigma^2/\varepsilon-c)$, so $b$ and the bias can have either sign.

## A second case: a neutral defect

Without a net charge the $1/L$ term vanishes, and extrapolation in $1/L$ loses its basis. Suppose that the defect has a dipole moment $p$. The potential of a dipole lattice follows from that of the charge lattice by displacing opposite charges, which replaces $q\,f(\mathbf r)$ by $-\mathbf p\cdot\nabla f(\mathbf r)$. The quadratic term above becomes

$$
\phi_{\rm rest}=-\frac{4\pi k}{3\varepsilon L^3}\,\mathbf p\cdot\mathbf r .
$$

Its negative gradient is a field along $\mathbf p$, of strength $4\pi kp/(3\varepsilon L^3)$. The interaction energy is minus half the dipole times this field:

$$
\Delta E=-\frac{2\pi kp^2}{3\varepsilon L^3}.
$$

Doubling $L$ now divides the leading error by eight. For two opposite Gaussian charges of width 0.8 Å, placed 1 Å apart, the computed error falls by a factor of 8.035 when the edge grows from 16 to 32 Å.

If the given energies had a pure $1/L^3$ error, then $E_1-E_\infty=8(E_2-E_\infty)$, and

$$
E_\infty=\frac{8E_2-E_1}{7}=2.843\ \text{eV}.
$$

The same two numbers thus lead to a limit 0.257 eV lower. A compact dipole is an unlikely cause of these data, however. The error of the small cell would be $2.50-2.843=-0.343$ eV, and with $\varepsilon=12$ the formula would require

$$
p=\sqrt{\frac{3\times12\times343}{2\pi\times14.40}}\ e\,\text{Å}\approx12\ e\,\text{Å},
$$

which is one elementary charge displaced by more than the edge of the cell, or a pair of double charges about half the edge apart; such a pair is not compact, and the pure $1/L^3$ law does not hold for it in the small cell.

## How far the result can be trusted

**Site disorder.** In an amorphous film, two cells contain different local surroundings. Let each energy have an independent scatter $s$. The variance of $2E_2-E_1$ is $4s^2+s^2$, so its scatter is $\sqrt5\,s$. A chosen value $s=0.05$ eV becomes 0.11 eV in the limit. If 0.05 eV is instead a bound on each error, the largest possible error is $3\times0.05=0.15$ eV. Averaging each cell size over $n$ independent sites divides the scatter by $\sqrt n$.

**A third cell.** At 30 Å the linear law predicts 2.900 eV and the two-term model with $\varepsilon=12$ predicts 2.909 eV. A single disordered cell with a scatter of 0.05 eV cannot separate them. Extrapolating from 20 and 30 Å gives $E_\infty=3E_3-2E_2$. In the two-term model this is $3\times2.9094-2\times2.80=3.128$ eV, so the bias shrinks to $3b/(30\ \text{Å})^3-2b/(20\ \text{Å})^3=-0.006$ eV, from unrounded values. The scatter, however, grows to $\sqrt{9+4}\,s=0.18$ eV. This pair alone is therefore an improvement only if averaging keeps the scatter down. The scatter grows because the ratio of the edges is smaller: cells of 20 and 40 Å would again give $\sqrt5\,s$, with a smaller bias.

**Tunnelling between copies.** The wavefunction of a defect level also reaches the neighbouring cells. For a well of negligible range, the state at zero crystal momentum is a sum of terms $e^{-\kappa r}/r$ centred on all the sites. Near one site it behaves as $1/r-\kappa+\sum_{\mathbf R\ne0}e^{-\kappa R}/R$. The well requires the form $1/r-\kappa_0$, as for the isolated state, so

$$
\kappa-\sum_{\mathbf R\ne0}\frac{e^{-\kappa R}}{R}=\kappa_0 .
$$

For a level 1 eV deep and the free-electron mass, $\kappa_0=0.512$ Å$^{-1}$. Since $\kappa>\kappa_0$, the level is lowered. If the calculation samples only zero crystal momentum, two electrons in this level lower the energy by 0.032 eV in the small cell and by less than 0.0001 eV in the large one. Because $E_1$ enters the extrapolation with a minus sign, the limit comes out 0.032 eV too high. This nearly cancels the bias of the cubic term, but the two numbers come from separate models with chosen parameters, and the cancellation should not be relied upon. The shift also depends strongly on the mass: with half the free-electron mass and the same depth, the limit would come out 0.20 eV too high. A purely attractive well of finite range with the same depth of level also gives a larger shift, because the normalized state then has a larger tail outside the well: a Gaussian well of width 1 Å gives about 0.09 eV in the small cell, comparable with the site scatter. A well surrounded by a repulsive barrier can give a smaller shift.

**Temperature.** The extrapolated energy contains no vibrations. Summing the levels of an oscillator of quantum $\hbar\omega$ gives the free energy $k_{\rm B}T\ln[2\sinh(\hbar\omega/2k_{\rm B}T)]$. If the defect softens six modes from 50 to 40 meV, the free energy at 300 K changes by $-0.043$ eV, zero-point motion included. This is not an error of cell size, and a larger cell does not remove it.

**The real case.** The values $q=2$ and $\varepsilon\approx12$ are in the range of a fully ionized nickel vacancy in NiO, an oxide used in thin films. The two energies are model data and were not computed for that defect. The edges of 10 and 20 Å are not multiples of the crystal edge of NiO, a restriction that does not apply to amorphous cells. The static permittivity is appropriate when the ions relax around the charge; with fixed ions the smaller electronic permittivity applies, and the slope is steeper. An amorphous film also violates the assumption of identical sites: it has a distribution of defect energies, not a single value. With the scatter, permittivity, electron mass and zero-range well chosen above, this matters more than the cubic term or tunnelling.

The straight line is justified when the cells have the same shape and are filled with bulk-like material (not a slab with vacuum), and the defect carries a net charge that is compact compared with $L$, so that the $1/L$ term dominates the size error. For the given data it yields 3.10 eV exactly. As a physical energy, for the scatter, permittivity, free-electron mass and zero-range well chosen above, it is better read as 3.1 eV with an uncertainty of about 0.1 eV. The main values are collected in the numerical output.

## Computed values

```
Cell edges: 10, 20 angstrom
Input energies: 2.50, 2.80 eV
Inverse edges: 0.100, 0.050 1/angstrom
Fitted slope: -6.000 eV angstrom
Linear isolated-defect energy: 3.100 eV
Size errors in the two cells: -0.600, -0.300 eV
Coulomb constant: 14.3996 eV angstrom
Image constant, reciprocal sum: 2.83730 (no unit)
Image constant, direct sum: 2.83730 (no unit)
Implied permittivity for charge 1: 3.40 (no unit)
Implied permittivity for charge 2: 13.62 (no unit)
Rough NiO permittivity used: 12.0 (no unit)
Image slope at that permittivity: -6.809 eV angstrom
Cubic coefficient: 46.25 eV angstrom^3
Gaussian charge width: 1.238 angstrom
Limit with cubic term: 3.135 eV
Bias of linear limit: -0.035 eV
Lower permittivity tested: 10.0 (no unit)
Limit at lower permittivity: 3.193 eV
Gaussian-model cell energies: 2.5000, 2.8000 eV
Neutral-dipole error ratio on doubling edge: 8.035 (no unit)
Limit if error were purely inverse volume: 2.843 eV
Third cell edge: 30 angstrom
Third-cell energy, linear fit: 2.9000 eV
Third-cell energy, cubic-term fit: 2.9094 eV
Chosen site scatter per cell: 0.050 eV
Scatter of extrapolated energy: 0.112 eV
Sampled scatter of extrapolated energy: 0.112 eV
Worst error for that bound per cell: 0.150 eV
Depth of tunnelling model level: 1.00 eV
Isolated-level decay constant: 0.5123 1/angstrom
Two-electron tunnelling shift, small cell: -0.03203 eV
Two-electron tunnelling shift, large cell: -0.0000848 eV
Tunnelling error in linear limit: 0.0319 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Mode energies before, after: 0.050, 0.040 eV
Free-energy shift of six modes: -0.0429 eV
```
